# Velocity-dependent current-induced forces: friction and the workless Berry-curvature part, part 2

Two classical atomic coordinates $x_1$ and $x_2$ move slowly, with velocities $v_j=\dot x_j$, through a current-carrying system of non-interacting electrons. To first order in velocity, the mean electronic force is

$$F_i=F_i^0(x)-\sum_j\gamma_{ij}(x)\,v_j ,\qquad \gamma_{ij}=\gamma^s_{ij}+\gamma^a_{ij},$$

where $\gamma^s$ is symmetric and $\gamma^a$ antisymmetric in $i$ and $j$. The velocity-dependent force delivers the power

$$P=-\sum_{ij}v_i\gamma_{ij}v_j=-\sum_{ij}v_i\gamma^s_{ij}v_j .$$

The antisymmetric part does no total work, by antisymmetry alone, but it can pass energy between the atoms:

$$P_1^a=-\gamma^a_{12}v_1v_2,\qquad P_2^a=-\gamma^a_{21}v_2v_1=+\gamma^a_{12}v_1v_2 .$$

The one-particle Hamiltonian is $H(x)$. The coordinates enter only within a finite region, whose coupling to the leads does not depend on $x$. The factor $g$ counts spin, $f$ is the Fermi function, and a prime denotes $d/d\varepsilon$. With $\rho_{ab}=\langle c_b^\dagger c_a\rangle$ for one spin,

$$F_i=-g\,\mathrm{tr}(\Lambda_i\rho).$$

Direct forces between the ion cores are left out. The steady state at fixed $x$ is $\rho_s=\int d\varepsilon\,N/2\pi$, with $N$ Hermitian. Expanding the density matrix to first order in velocity gave the formula for $\gamma^a$ repeated below and

$$\gamma^s_{ij}=\frac{g\hbar}{2\pi}\int d\varepsilon\;\mathrm{Re}\,\mathrm{tr}[\Lambda_iA'\Lambda_jN].$$

In equilibrium $N=fA$. Then $\gamma^s$ is ordinary friction, which can damp the motion but cannot drive it, and $\gamma^a=0$ if $H$ is real.

For a closed system with level occupations $f_n$ and Berry curvatures $\Omega^n_{ij}$,

$$\gamma^a_{ij}=-g\hbar\sum_nf_n\,\Omega^n_{ij}.$$

The two-level entries in the computed values test this relation for $H=x\sigma_x+y\sigma_y+\sigma_z$ at $(x,y)=(0.3,0.2)$, in dimensionless units with $g=1$, a level width of $0.002$ and the chemical potential in the gap. The curvature listed is that of the lower level.

## Second half: a biased contact and its energy balance

The symbols carried over are these. The mean force is $F_i=F_i^0-\sum_j\gamma_{ij}v_j$, $\Lambda_i=\partial H/\partial x_i$, $G$ is the retarded Green function of the finite region, $A=i(G-G^\dagger)$, and $N$ describes the filled states. The symmetric part $\gamma^s$ carries the whole power of the velocity-dependent force. The antisymmetric part is

$$\gamma^a_{ij}=-\frac{g\hbar}{2\pi}\int d\varepsilon\;\mathrm{Im}\,\mathrm{tr}[\Lambda_i(G+G^\dagger)'\Lambda_jN].$$

For two leads, $N$ follows from the states that enter from each side. Let $|k\rangle$ be a state of the isolated lead $\alpha$, with energy $\varepsilon_k$, and let $T_\alpha$ couple that lead to the region. The part of the resulting scattering state inside the region is $GT_\alpha|k\rangle$. Filling these states with the Fermi function $f_\alpha$ of their lead gives

$$N=\sum_\alpha f_\alpha A_\alpha,\qquad A_\alpha=G\Gamma_\alpha G^\dagger,\qquad \Gamma_\alpha=2\pi\sum_kT_\alpha|k\rangle\langle k|T_\alpha^\dagger\,\delta(\varepsilon-\varepsilon_k).$$

Without bound states, $A=A_L+A_R$. To see this, use $G^{-1}=\varepsilon-H-\Sigma$, where $\Sigma$ is the lead self-energy and $\Sigma-\Sigma^\dagger=-i(\Gamma_L+\Gamma_R)$. Then $G-G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger$, and multiplication by $i$ gives the stated sum. Consequently

$$N=f_RA+(f_L-f_R)A_L .$$

For real $H$ the first term adds nothing to $\gamma^a$, as in equilibrium. In the second, $(G+G^\dagger)'=2\,\mathrm{Re}\,G'$ is real, so the imaginary part must come from $A_L$:

$$\gamma^a_{12}=-\frac{g\hbar}{\pi}\int d\varepsilon\,(f_L-f_R)\,\mathrm{tr}[\Lambda_1\,\mathrm{Re}\,G'\,\Lambda_2\,\mathrm{Im}A_L].$$

This imaginary part is tied to the current. From $\dot\rho=-(i/\hbar)[H,\rho]$, the particle flow from orbital $a$ to orbital $b$ is $(2/\hbar)H_{ab}\,\mathrm{Im}\,\rho_{ab}$ for each spin when $H_{ab}$ is real. At each energy, the same imaginary, direction-dependent part of the filled states that carries current thus supplies the antisymmetric force. The two quantities weight the energies differently, so $\gamma^a$ is not proportional to the net current. In the contact described next, leads at 600 K and 300 K, with a bias of 0.16 mV that cancels the net current, still give $\gamma^a_{12}\approx0.07$ eV fs/nm².

Consider two atoms in a single-channel chain between electrodes. Site 0 and site 3 belong to the electrodes and are fixed, while atoms 1 and 2 move along the chain. The hopping matrix elements are $-t_{01}$, $-t_{12}$ and $-t_{23}$, with

$$t_{01}=t_ce^{-\beta x_1},\quad t_{12}=t_ce^{-\beta(x_2-x_1)},\quad t_{23}=t_ce^{\beta x_2}.$$

The parameters are round: $t_c=1.6$ eV, $\beta=10$ nm$^{-1}$, lead hopping $t=2$ eV, site spacing 0.25 nm and temperature 300 K. The bias is 0.5 V and the mean Fermi level lies 1 eV below the band centre. The electrode levels are shifted by $\pm0.25$ eV and the atomic levels stay at zero. Spin gives $g=2$.

Let $B_{ab}$ be the symmetric matrix with ones at the entries $ab$ and $ba$. At rest,

$$\Lambda_1=\beta t_c(B_{01}-B_{12}),\qquad \Lambda_2=\beta t_c(B_{12}-B_{23}),$$

so each bond contributes a slope of $10\times1.6=16$ eV/nm. For the lead self-energy, let $s$ be the end-site Green function of a semi-infinite chain. Adding one more site reproduces the same chain, so $s=1/(z-t^2s)$, where $z$ is the energy measured from the lead level. With $\Sigma=t^2s$ this becomes $\Sigma^2-z\Sigma+t^2=0$, and inside the band the retarded root is

$$\Sigma=\tfrac12\left(z-i\sqrt{4t^2-z^2}\right).$$

The Fermi level was placed away from the band centre for a reason of symmetry. Let $Q$ combine the mirror $n\to3-n$ with a sign change on alternate sites. At $x=0$ this gives $QHQ^T=-H$, also with the bias shifts, and it turns $\Lambda_1$ into $\Lambda_2$ and the reverse. The lead self-energies obey $\Sigma(-z)=-\Sigma(z)^*$, hence $G(-\varepsilon)=-QG(\varepsilon)^*Q^T$. It follows that $\mathrm{Re}\,G'(-\varepsilon)=Q\,\mathrm{Re}\,G'(\varepsilon)\,Q^T$.

The mirror also exchanges the leads, so $\mathrm{Im}A_L(-\varepsilon)=-Q\,\mathrm{Im}A_R(\varepsilon)\,Q^T$. Since $A_L+A_R$ is real, this equals $Q\,\mathrm{Im}A_L(\varepsilon)\,Q^T$. The trace at $-\varepsilon$ is thus the trace at $\varepsilon$ with $\Lambda_1$ and $\Lambda_2$ exchanged, which reverses its sign. With the mean Fermi level at the centre, $f_L-f_R$ is even in energy and the integral vanishes. This cancellation belongs to the mirror-symmetric one-channel model with nearest-neighbour hopping.

At the chosen Fermi level the current is 37.9 µA, and

$$\gamma^s=\begin{pmatrix}85.1&-69.8\\-69.8&89.7\end{pmatrix}\ \mathrm{eV\,fs/nm^2},\qquad \gamma^a_{12}=-7.36\ \mathrm{eV\,fs/nm^2}.$$

The last value equals $-1.18\times10^{-15}$ kg/s, and its magnitude is about 9% of $\gamma^s_{11}$. The eigenvalues of $\gamma^s$ are 17.5 and 157 eV fs/nm², so the velocity-dependent force damps motion in every direction at this bias. Without bias the friction is similar, with $\gamma^s_{11}=87.9$ and $\gamma^s_{12}=-71.9$ eV fs/nm². The current changes the friction slightly and creates the antisymmetric part.

The same coefficients can be found without the velocity expansion of the density matrix. A finite chain of 502 sites starts in equilibrium, the bias is switched on suddenly, and its electrons are followed for 76 fs, before reflections from the far ends return. The atoms move at 10 m/s and pass through $x=0$ at the final time. Half the difference between the forces for opposite velocities, divided by the speed and reversed in sign, gives

$$\gamma=\begin{pmatrix}85.0&-77.2\\-62.5&89.7\end{pmatrix}\ \mathrm{eV\,fs/nm^2}.$$

Half the difference of the off-diagonal elements is $-7.36$ eV fs/nm², in agreement with the formula. With zero bias the same calculation gives an antisymmetric part of order $10^{-11}$ eV fs/nm², which is zero to numerical accuracy.

The power can be tested along an oblique velocity, where both off-diagonal elements act. For the direction $(1,2)/\sqrt5$, the symmetric part predicts

$$\frac{P}{v^2}=-\frac{85.06+4(89.70)+4(-69.81)}{5}=-32.9\ \mathrm{eV\,fs/nm^2}.$$

A separate pair of moving-atom calculations gives $-32.9$ eV fs/nm² as well; the unrounded values differ by 0.2%. The antisymmetric force is present in that motion and leaves the power unchanged.

Its mechanical effect is a rotation. If it acted alone on two atoms of mass $M$,

$$M\dot v_1=-\gamma^a_{12}v_2,\qquad M\dot v_2=\gamma^a_{12}v_1 ,$$

so $v_1+iv_2$ would acquire the phase $e^{i\gamma^a_{12}t/M}$ at constant modulus. For a round mass of 100 u the rate is 7.1 rad/ns, and the negative sign of $\gamma^a_{12}$ makes the rotation clockwise in the $(x_1,x_2)$ plane. This is about $2.3\times10^{-4}$ of the angular frequency of a 5 THz vibration. Over one period the deflection is slight.

The position-dependent force $F^0$ must be kept apart from this one, because it can do work around a closed path. The contribution from $f_RA$ has no curl. From $\partial_jG=G\Lambda_jG$, its derivative contains $\mathrm{tr}[\Lambda_iG\Lambda_jG]$, the conjugate of that trace, and $\mathrm{tr}[(\partial_j\Lambda_i)A]$. Each is symmetric in $i$ and $j$. The remaining contribution, here called the wind force, is

$$F_i^w=-g\int\frac{d\varepsilon}{2\pi}(f_L-f_R)\,\mathrm{tr}[\Lambda_iA_L].$$

Since $\partial_jA_L=G\Lambda_jA_L+A_L\Lambda_jG^\dagger$, and the second term gives the conjugate of the first inside the trace,

$$\partial_1F_2^w-\partial_2F_1^w=-\frac g\pi\int d\varepsilon\,(f_L-f_R)\,\mathrm{Re}\big\{\mathrm{tr}[\Lambda_2G\Lambda_1A_L]-\mathrm{tr}[\Lambda_1G\Lambda_2A_L]\big\}.$$

The first trace has the same real part as $\mathrm{tr}[\Lambda_1G^\dagger\Lambda_2A_L]$. Using $G-G^\dagger=-iA$, the curl becomes

$$\partial_1F_2^w-\partial_2F_1^w=\frac g\pi\int d\varepsilon\,(f_L-f_R)\,\mathrm{Im}\,\mathrm{tr}[\Lambda_1A\Lambda_2A_L].$$

For real $H$ this also comes from the imaginary part of $A_L$. In the contact at rest, differences of the wind force between displaced positions give a curl of 74.4 eV/nm². Forces from the finite chain with the atoms held at the same displaced positions, which include the contribution of $f_RA$, give 74.4 eV/nm² too.

A prescribed closed orbit shows the different roles of the forces. Let

$$x_1=a\cos\omega t,\qquad x_2=a\cos(\omega t-60^\circ),$$

with $a=0.005$ nm and a frequency of 5 THz. The period is $\mathcal T=200$ fs and the peak speed $v_p=a\omega$ is 157 m/s, or $1.571\times10^{-4}$ nm/fs. Averages over the cycle are $\overline{v_1^2}=\overline{v_2^2}=v_p^2/2$ and $\overline{v_1v_2}=(v_p^2/2)\cos60^\circ$. With the coefficients at rest, the work of the symmetric part is

$$W_s\approx-\frac{\mathcal Tv_p^2}{2}\big(\gamma^s_{11}+\gamma^s_{22}+2\gamma^s_{12}\cos60^\circ\big).$$

The prefactor is $2.467\times10^{-6}$ nm²/fs and the bracket is $85.06+89.70-69.81=104.95$ eV fs/nm², so $W_s\approx-0.259$ meV. Recomputing the coefficients along the orbit gives $-0.2585$ meV.

The antisymmetric part does work on atom 1 of about

$$W_1^a\approx-\gamma^a_{12}\frac{\mathcal Tv_p^2}{2}\cos60^\circ=7.361\times2.467\times10^{-6}\times0.5\ \mathrm{eV},$$

which is 0.0091 meV. With the coefficients followed along the orbit it is 0.0090 meV. Atom 2 receives the opposite amount, and the total is zero. On this orbit the antisymmetric force moves energy from atom 2 to atom 1.

For the wind force, the orbit runs counterclockwise and encloses an area $\pi a^2\sin60^\circ=6.80\times10^{-5}$ nm². Multiplication by the curl at rest gives 5.06 meV, while the force followed along the orbit gives 5.045 meV per cycle. The wind force thus supplies about twenty times the energy that the friction removes. Traversed the other way, the orbit would lose energy to both. These are energy balances for an imposed path; whether free atoms would follow it depends on restoring forces that the model does not contain.

Mean forces are also accompanied by random ones. In equilibrium the classical, low-frequency fluctuation-dissipation relation gives noise of strength $2k_BT\gamma^s_{ij}$, so the variance of its work over a cycle is $2k_BT$ times the energy dissipated. At zero bias the mirror makes $\gamma^s_{22}=\gamma^s_{11}$, and the bracket above becomes $2(87.94)-71.86=104.0$ eV fs/nm². The dissipation is then 0.257 meV, and with $k_BT=25.9$ meV the root-mean-square work is 3.6 meV. This is comparable with the mean work of the wind force and far above the mean friction loss. The quantum correction at $\hbar\omega=21$ meV raises this equilibrium value by only about 3%. The noise caused by the current matters much more. With the force correlations of the same non-interacting model at 0.5 V and the atoms near $x=0$, the root-mean-square work is about 11 meV per cycle, roughly twice the mean work of the wind force. The mean gain therefore shows clearly only over many cycles, and a single cycle can gain or lose energy.

The parameters lie in the rough regime of an atomic-size metal contact, such as the last bridge of a failing interconnect line. The conductance, $37.9\ \mathrm{\mu A}/0.5\ \mathrm V=76\ \mathrm{\mu S}$, is of the size expected for one open channel. If the cross-section is taken as the square of the site spacing, the current density is about $6\times10^{10}$ A/cm². Ordinary interconnect lines run at roughly a few $10^6$ A/cm², some four orders of magnitude lower, so the values above should not be carried over to an intact line.

Some omissions can be sized for the same contact, each with the other settings held fixed. A linear potential drop acting on the atomic levels changes $\gamma^a_{12}$ from $-7.36$ to $-7.45$ eV fs/nm², about 1% of its value. Raising the temperature to 400 K gives $-7.37$ eV fs/nm², and motion at the frequency and peak speed of the orbit gives $-7.36$ eV fs/nm². Real metal contacts also break the assumption of one orbital per atom, and their electrons interact and screen the bias self-consistently. Orbitals that move with the atoms add velocity-dependent terms to the electronic Hamiltonian, which are left out here. These effects have not been sized here and could change both the magnitude and the sign of $\gamma^a_{12}$. The value depends strongly on where the levels lie: in the same model, shifting both atomic levels by $-0.5$ or $+0.5$ eV gives about $-2.8$ or $-17$ eV fs/nm², and placing the mean Fermi level 1 eV above the band centre instead of below it reverses the sign. The number $-7.36$ therefore belongs to this model and is not a prediction for a particular metal. None of the omitted effects would restore work to the antisymmetric part of a mean force linear in velocity, because that result needs no particular electronic model. The main values are in the numerical output.

## Computed values

```
lead hopping: 2 eV
contact hopping at rest: 1.6 eV
hopping decay constant: 10 1/nm
site spacing: 0.25 nm
mean Fermi level from band centre: -1 eV
bias: 0.5 V
temperature: 300 K
atomic mass: 100 u
orbit frequency: 5 THz
orbit amplitude: 0.005 nm
orbit phase lag of atom 2: 60 deg
peak speed: 157.1 m/s
current: 37.87 uA
gamma_s 11: 85.06 eV fs/nm2
gamma_s 22: 89.7 eV fs/nm2
gamma_s 12: -69.81 eV fs/nm2
gamma_s lower eigenvalue: 17.53 eV fs/nm2
gamma_s upper eigenvalue: 157.2 eV fs/nm2
gamma_a 12: -7.361 eV fs/nm2
gamma_a 12 converted: -1.179e-15 kg/s
gamma_s 11 converted: 1.363e-14 kg/s
zero-bias gamma_s 11: 87.94 eV fs/nm2
zero-bias gamma_s 12: -71.86 eV fs/nm2
real-time gamma 11: 85.03 eV fs/nm2
real-time gamma 22: 89.66 eV fs/nm2
real-time gamma 12: -77.2 eV fs/nm2
real-time gamma 21: -62.48 eV fs/nm2
real-time gamma_a 12: -7.363 eV fs/nm2
real-time gamma_a 12 at zero bias: 4.441e-11 eV fs/nm2
oblique power/speed^2, real time: -32.86 eV fs/nm2
oblique power/speed^2, gamma_s only: -32.92 eV fs/nm2
wind-force curl, formula: 74.41 eV/nm2
wind-force curl, real time: 74.4 eV/nm2
work per orbit, symmetric part: -0.2585 meV
work per orbit, gamma_a on atom 1: 0.008955 meV
work per orbit, gamma_a on atom 2: -0.008955 meV
work per orbit, gamma_a total: 0.000000 meV
work per orbit, wind force: 5.045 meV
turning rate |gamma_a|/M: 7.102 rad/ns
turning rate / orbit angular frequency: 0.0002261
two-level Berry curvature: 0.4162
two-level gamma_a 12 / hbar: -0.4162
gamma_a 12 with field on site energies: -7.453 eV fs/nm2
gamma_a 12 at 400 K: -7.371 eV fs/nm2
gamma_a 12 at orbit frequency and amplitude: -7.362 eV fs/nm2
thermal-noise work per orbit, rms estimate: 3.643 meV
```
